\section*{Why a Supercell Defect Shows q/ε and Spreads the Rest Uniformly}

\section{A charge that seems to have leaked away}

Remove one electron from a localised defect level in a periodic supercell, and subtract the charge density of the neutral cell from that of the charged one. The difference integrates to $q=+1\,e$, as it must. Yet in an insulator with dielectric constant about 5, the region around the defect holds a net charge of only about $0.2\,e$. The other $0.8\,e$ lies in a thin, nearly uniform density that reaches every corner of the cell.

Two wrong conclusions are close at hand. One is that the hole has delocalised. The other follows from integrating the charge induced in the host: the integral over the cell is zero, which suggests that the host does not screen the defect at all. In fact the hole is localised, and the host screens it from $q$ down to $q/\varepsilon$, just as it would an isolated defect. The uniform density is the dielectric's answer to the uniform background that neutralises the cell.

\section{The reference case: a dielectric with a surface}

I use Gaussian equations. The charge placed in the medium is $\rho_{\rm ext}$, and the response of the medium is $\rho_{\rm ind}$, with
\begin{equation}
\nabla\!\cdot\mathbf D=4\pi\rho_{\rm ext},\qquad
\mathbf D=\mathbf E+4\pi\mathbf P,\qquad
\rho_{\rm ind}=-\nabla\!\cdot\mathbf P .
\label{eq:maxwell}
\end{equation}
Taking the divergence of the second relation gives $\nabla\!\cdot\mathbf E=4\pi(\rho_{\rm ext}+\rho_{\rm ind})$, so $\mathbf E$ is produced by the total charge. The medium is linear, isotropic and, for now, local and homogeneous: $\mathbf D=\varepsilon\mathbf E$ with constant $\varepsilon$. If the ions are held fixed, $\varepsilon$ is the electronic constant. If they relax, it is the static one, and part of the induced charge is carried by displaced ions.

Since $\varepsilon$ is constant, $\nabla\!\cdot\mathbf E=\nabla\!\cdot\mathbf D/\varepsilon=4\pi\rho_{\rm ext}/\varepsilon$. Comparison with the total charge gives
\begin{equation}
\rho_{\rm ext}+\rho_{\rm ind}=\frac{\rho_{\rm ext}}{\varepsilon}
\quad\Longrightarrow\quad
\rho_{\rm ind}=-\Big(1-\frac1\varepsilon\Big)\rho_{\rm ext}.
\label{eq:local}
\end{equation}
This relation holds point by point, and the rest of the argument rests on it.

Put a localised charge density $\rho_d$ of total $q$ at the centre of a dielectric sphere of radius $R$. By (\ref{eq:local}) the bound charge at the defect is $-q(1-1/\varepsilon)$, which leaves $q/\varepsilon$ visible. Outside the defect $D=q/r^2$ and $E=q/(\varepsilon r^2)$, so the outward polarisation is
\begin{equation}
P(r)=\frac{D-E}{4\pi}=\Big(1-\frac1\varepsilon\Big)\frac{q}{4\pi r^2}.
\end{equation}
At the surface $P$ stops and leaves a surface charge density $P(R)$. Multiplied by the area $4\pi R^2$, this is $+q(1-1/\varepsilon)$. Screening has created no charge: it has moved $q(1-1/\varepsilon)$ from the defect to the surface.

\section{A periodic cell has no surface}

Now repeat the defect periodically, with cell volume $\Omega$. The fields are periodic, so the flux leaving through one face of the cell enters through the opposite face, and
\begin{equation}
\int_\Omega\nabla\!\cdot\mathbf P\,d^3r=0,\qquad
\int_\Omega\nabla\!\cdot\mathbf D\,d^3r=0 .
\label{eq:zero}
\end{equation}
The first integral says that the induced charge of the cell is zero. The charge displaced from the defect must therefore be somewhere in the same cell, but this does not say where.

The second integral says that the external charge must also be zero, which $\rho_d$ alone violates. Programs cure this by dropping the $\mathbf G=0$ Fourier component of the charge. That component is the cell average $q/\Omega$, so dropping it amounts to adding a uniform background:
\begin{equation}
\rho_{\rm ext}(\mathbf r)=\rho_d(\mathbf r)-\frac{q}{\Omega},
\label{eq:source}
\end{equation}
where $\rho_d$ now includes the periodic images. The dielectric does not know which part of the source is physical and which is a device. Inserting (\ref{eq:source}) in (\ref{eq:local}) gives
\begin{equation}
\rho_{\rm ind}(\mathbf r)=-\Big(1-\frac1\varepsilon\Big)\rho_d(\mathbf r)
+\Big(1-\frac1\varepsilon\Big)\frac{q}{\Omega}.
\label{eq:main}
\end{equation}
The first term is the familiar bound charge at the defect. The second is the displaced charge. It is uniform because the background is uniform, and it has the sign of $q$ because the background has the opposite sign.

There are two ways to add up the charges. The charge belonging to the material, without the fictitious background, is
\begin{equation}
\rho_d+\rho_{\rm ind}=\frac{\rho_d}{\varepsilon}+\Big(1-\frac1\varepsilon\Big)\frac q\Omega ,
\label{eq:material}
\end{equation}
which integrates to $q$. This is the density difference of the opening paragraph. The charge that produces the electric field includes the background:
\begin{equation}
\rho_{\rm tot}=\frac{\rho_d}{\varepsilon}+\Big(1-\frac1\varepsilon\Big)\frac q\Omega-\frac q\Omega
=\frac1\varepsilon\Big(\rho_d-\frac q\Omega\Big),
\label{eq:total}
\end{equation}
which integrates to zero. The screened defect charge $q/\varepsilon$ is compensated by a screened background $-q/\varepsilon$.

A delocalised hole would look different. Its own density would be uniform and would cancel the background, leaving no localised charge. Here a fraction $1/\varepsilon$ stays at the defect and does not shrink as the cell is enlarged, provided the cell is much larger than the defect and its screening cloud.

\section{Where ``long range'' begins and ends}

Integrate (\ref{eq:total}) over a volume $V$ inside one cell that contains the whole defect density. The first term gives $q/\varepsilon$ and the second $-(q/\varepsilon)V/\Omega$:
\begin{equation}
Q(V)=\frac q\varepsilon\Big(1-\frac V\Omega\Big).
\label{eq:gauss}
\end{equation}
The charge seen is $q/\varepsilon$ while $V\ll\Omega$, and it falls to zero when $V$ fills the cell. The polarisation tells the same story. Its outward flux through the surface of $V$ is minus the induced charge inside, which by (\ref{eq:main}) is $q(1-1/\varepsilon)(1-V/\Omega)$. Just outside the defect the full displaced charge crosses the surface. Farther out less crosses, because some has been left behind on the way.

For a rough measure, replace the cell by a sphere of the same volume and radius $r_s$. Then $V/\Omega=(r/r_s)^3$, and at $r=r_s/2$ the enclosed charge is $7/8$ of $q/\varepsilon$. ``Long range'' thus means far from the defect core but still well inside the cell.

\section{Screening that takes some distance to build up}

A real medium does not screen at a point. Its response depends on wavevector, and for an isolated defect in a homogeneous medium
\begin{equation}
\hat c(\mathbf k)=\Big[\frac1{\varepsilon(k)}-1\Big]\hat\rho_d(\mathbf k),
\qquad \hat c(0)=-q\Big(1-\frac1\varepsilon\Big),
\label{eq:cloud}
\end{equation}
where $c(\mathbf r)$ is the induced cloud, $\hat c(\mathbf k)=\int c\,e^{-i\mathbf k\cdot\mathbf r}d^3r$, $\hat\rho_d$ is the transform of a single defect, and $\varepsilon=\varepsilon(k\to0)$. A solvable choice is
\begin{equation}
\frac1{\varepsilon(k)}=1-\Big(1-\frac1\varepsilon\Big)\frac{\kappa^2}{k^2+\kappa^2}.
\end{equation}
It gives $\varepsilon$ at long wavelengths and no screening at short ones. Because $(\nabla^2-\kappa^2)\,e^{-\kappa r}/(4\pi r)=-\delta(\mathbf r)$, the function $e^{-\kappa r}/(4\pi r)$ has the transform $1/(k^2+\kappa^2)$. The cloud of a point charge is therefore
\begin{equation}
c(r)=-q\Big(1-\frac1\varepsilon\Big)\frac{\kappa^2e^{-\kappa r}}{4\pi r}.
\end{equation}
The part of it inside radius $r$ follows from $\int_0^r\kappa^2r'e^{-\kappa r'}dr'=1-(1+\kappa r)e^{-\kappa r}$. Adding the point charge $q$ gives, for the isolated defect,
\begin{equation}
Q_{\rm iso}(r)=\frac q\varepsilon+q\Big(1-\frac1\varepsilon\Big)(1+\kappa r)e^{-\kappa r}.
\end{equation}
This starts at the bare $q$ and settles at $q/\varepsilon$ once $\kappa r\gg1$.

What does periodicity do to such a cloud? Superpose the clouds of all images, displaced by the lattice vectors $\mathbf R$. The Fourier coefficient of the sum is
\begin{equation}
\frac1\Omega\int_\Omega\sum_{\mathbf R}c(\mathbf r-\mathbf R)e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac1\Omega\int_{\rm all}c(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac{\hat c(\mathbf G)}{\Omega},
\end{equation}
because $e^{-i\mathbf G\cdot\mathbf R}=1$ and the shifted cells together fill space. The periodic calculation has the same coefficients for $\mathbf G\neq0$. At $\mathbf G=0$ its coefficient is zero, by (\ref{eq:zero}), whereas the sum of clouds has $\hat c(0)/\Omega$. Hence
\begin{equation}
\rho_{\rm ind}(\mathbf r)=\sum_{\mathbf R}c(\mathbf r-\mathbf R)-\frac{\hat c(0)}\Omega
=\sum_{\mathbf R}c(\mathbf r-\mathbf R)+\Big(1-\frac1\varepsilon\Big)\frac q\Omega .
\label{eq:poisson}
\end{equation}
The uniform term survives unchanged, however wide the cloud. It comes from the single Fourier component, $\mathbf G=0$, in which the periodic response, zero, differs from that of the superposed isolated clouds, whose value there is set by the long-wavelength limit $\hat c(0)=-q(1-1/\varepsilon)$.

Take $\varepsilon=5$, $\kappa=1.5$ Å$^{-1}$, a cubic cell of edge 10 Å and a defect charge of $1\,e$ smeared into a Gaussian of standard deviation $\sigma=0.4$ Å, so that $\hat\rho_d=q\,e^{-k^2\sigma^2/2}$. Multiplying by $e^{-k^2\sigma^2/2}$ is the operation $e^{\sigma^2\nabla^2/2}$ in real space, and away from the origin the point cloud obeys $\nabla^2c=\kappa^2c$. Several $\sigma$ away from the defect the cloud is therefore the point cloud times $e^{\kappa^2\sigma^2/2}=e^{0.18}=1.20$. The uniform term is $0.8/1000=8.0\times10^{-4}\,e/$Å$^3$. At 2.5 Å from the defect along a cube axis, the clouds contribute $-16.1\times10^{-4}$ and the sum is $-8.1\times10^{-4}\,e/$Å$^3$. At the cell corner the clouds have shrunk to $-3.6\times10^{-7}\,e/$Å$^3$, and practically the uniform term alone remains. The reciprocal sum without $\mathbf G=0$ gives the same totals.

\section{A crystal instead of a continuum}

A crystal is not homogeneous, so (\ref{eq:main}) can hold only for averaged densities, with the macroscopic $\varepsilon$. One average over a unit cell is not enough. The induced charge in a box is minus the polarisation flux through its faces, and that depends on where the faces cut the unit cell. A second average, over the position of the box, removes most of this dependence; in the model below a variation of a few per cent from point to point remains.

As a model crystal, take a cubic cell of edge 4 Å with microscopic permittivity $3+27\cos^2(\pi x/a)\cos^2(\pi y/a)\cos^2(\pi z/a)$, $a=4$ Å, discretised on a grid of step 0.5 Å, where the sampled values run from 3 to about 29. On this grid a uniform field applied to one cell gives $\varepsilon=5.226$, well below the plain mean 6.375. For $q=1\,e$ the two parts are
\begin{equation}
\frac q\varepsilon=0.191\,e,\qquad q\Big(1-\frac1\varepsilon\Big)=0.809\,e .
\end{equation}
In an $8\times8\times8$ supercell, of edge 32 Å, the predicted uniform density is
\begin{equation}
\frac{0.8086\,e}{(32\ \text{Å})^3}=2.468\times10^{-5}\,e/\text{Å}^3 .
\end{equation}
Solving the microscopic Poisson equation gives $2.457$ at the cell corner, $2.463$ at the edge centre and $2.538$ at the face centre, in the same units of $10^{-5}\,e/$Å$^3$. Relative to the prediction, the corner is 0.4\% low and the face centre 2.8\% high. These deviations come from a weak algebraic tail in the averaged density, which has two sources. Cubic symmetry makes the limit $k\to0$ of the response independent of direction, but at the next order it allows a term proportional to $(k_x^4+k_y^4+k_z^4)/k^2$, whose transform falls off as $1/r^5$. This term accounts for about a third of the deviations. The rest is the part of the induced charge that varies within each unit cell and leaks through the double average; at lattice sites it falls off in the same way. Averaging four times instead of twice suppresses the leak and leaves the corner 0.14\% low and the face centre 0.9\% high. Relative to the uniform density, which scales as $1/L^3$ with the supercell edge $L$, such a tail shrinks as $1/L^2$: the corner is 1.6\% low in a 16 Å supercell and 0.4\% low in the 32 Å one. The three points quoted are lattice sites. Over all points of the 32 Å supercell that lie at least 12 Å from the defect along some cube axis, the averaged density is between about 4\% below and 7\% above the prediction. Most of this spread is again the leak through the average: four averages narrow it to between 0.2\% below and 2.4\% above.

The total charge enclosed by centred cubes follows (\ref{eq:gauss}):
\begin{center}
\begin{tabular}{ccc}
cube edge (Å) & computed ($e$) & predicted ($e$)\\
16.5 & 0.1653 & 0.1651\\
20.5 & 0.1403 & 0.1410\\
24.5 & 0.1055 & 0.1055\\
28.5 & 0.0561 & 0.0562
\end{tabular}
\end{center}
The first cube fills $(16.5/32)^3=0.137$ of the cell. Dividing out the factor $1-0.137$ gives $0.165/0.863=0.191\,e$, which is $q/\varepsilon$.

The potential shows the same screening. By (\ref{eq:total}) the whole source of the field, background included, is reduced by $\varepsilon$, so a difference of the averaged potential between points far from the defect should approach its vacuum value divided by $\varepsilon$ as the distances grow. Between a point 12 Å from the defect and the cell corner, the averaged potential drops by 0.446 V in vacuum and 0.087 V in the crystal. The ratio is 5.13, about 2\% below the macroscopic constant.

The opening paradox can be read off in Fourier space. At the smallest nonzero $\mathbf G$ of this supercell the ratio of induced to external charge is $-0.8082$, close to the limit $1/\varepsilon-1=-0.8086$. The induced charge of the whole cell, the $\mathbf G=0$ value, is zero to rounding. A zero integral is therefore no sign of missing screening.

\section{What sets the amount, and what sets the shape}

One might expect the polarisability of the defect site itself to matter. Removing the polarisable atom there changes the total charge on the defect's grid point from $0.03\,e$ to $0.33\,e$, but the density at the cell corner stays at $2.457\times10^{-5}\,e/$Å$^3$. The reason is Gauss's law. On a surface lying in unaltered crystal a few unit cells from the defect, the averaged fields obey $\mathbf E=\mathbf D/\varepsilon$ with the bulk $\varepsilon$, up to corrections that fade with distance, and the flux of $\mathbf D$ is fixed by the external charge inside. The total enclosed charge is then (\ref{eq:gauss}), whatever happens at the centre.

The shape, by contrast, depends on how the cell is neutralised. Replace the background by a localised charge $-q$ at the cell corner. Equation (\ref{eq:local}) then gives two bound clouds of opposite sign and nothing between them. In the model crystal the density at the face centre drops to $7.5\times10^{-7}\,e/$Å$^3$, about 3\% of the former uniform value. At other points at least 12 Å from both charges the residual density takes either sign and stays within about 10\% of that value.

A finite block of the crystal, 28 Å wide, with the counter-charge spread through the surrounding vacuum, restores the reference case. The induced charge is $-0.8085\,e$ in the 16.5 Å cube and $-0.8090\,e$ in the 20.5 Å cube. A uniform spread over the supercell would have changed it by $0.102\,e$ between the two. The missing $+0.809\,e$ lies in the region outside the larger cube, where the surface is. That last figure follows from the neutrality of the induced charge. The numerical check published with this text asserts that the corner density without the atom is within 3\% of the prediction, that the face-centre density with a localised counter-charge is below 10\% of it, and that the two cubes agree with each other, and the outer region with $q(1-1/\varepsilon)$, within $0.02\,e$.

\section{Limits of the picture}

When $\varepsilon\to1$ nothing is displaced: the full $q$ stays at the defect and faces an unscreened background. When $\varepsilon\to\infty$ the whole of $q$ is displaced, the defect is invisible from afar, and the uniform induced charge cancels the background.

Isotropy matters. If $\varepsilon$ is a tensor $\boldsymbol\varepsilon$, the potential obeys $(\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k)\hat\phi=4\pi\hat\rho_{\rm ext}$, while the total charge is $k^2\hat\phi/4\pi$. Therefore
\begin{equation}
\hat\rho_{\rm ind}(\mathbf k)=\Big[\frac{k^2}{\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k}-1\Big]\hat\rho_{\rm ext}(\mathbf k).
\end{equation}
The limit $k\to0$ now depends on direction, so there is no single number $\hat c(0)$ to subtract in (\ref{eq:poisson}). The cloud is not compact either. The potential of a point charge still scales as $1/r$, but it no longer satisfies the ordinary Laplace equation away from the charge. Its Laplacian, and with it the induced density, falls off only as $1/r^3$.

The division into two parts also needs room. If the cell is not much larger than the screening cloud, the clouds of neighbouring images overlap. Equation (\ref{eq:poisson}) still holds in the homogeneous linear model, but no range of radii is left over which the enclosed charge stays near $q/\varepsilon$. The plateau is lost even before the images overlap appreciably. In the 10 Å cell of the example above, the total charge in a centred sphere, background included, falls through $q/\varepsilon$ near 3.4 Å without levelling off, because the factor $1-V/\Omega$ sets in before the cloud is complete; the neighbouring clouds add less than $10^{-4}\,e$ there. The charge of the material alone is still about $0.35\,e$ at 3 Å and rises again farther out. And if the defect drives the medium beyond linear response over much of the cell, (\ref{eq:local}) fails, and the division with it.

\section*{Numbers as computed}
\begin{verbatim}
unit cell edge = 4.0 angstrom, grid step = 0.50 angstrom
microscopic eps: lowest 3, highest 30
plain mean of microscopic eps = 6.375
macroscopic eps from uniform field = 5.226
defect charge q = 1.0 e, q/eps = 0.1914 e
displaced charge q(1-1/eps) = 0.8086 e
supercell 4x4x4, edge 16 angstrom:
  predicted uniform density = 1.9742e-04 e/angstrom^3
  computed at cell corner   = 1.9417e-04 e/angstrom^3
  induced/external at smallest G = -0.8065
supercell 8x8x8, edge 32 angstrom:
  predicted uniform density = 2.4678e-05 e/angstrom^3
  computed at cell corner   = 2.4574e-05 e/angstrom^3
  induced/external at smallest G = -0.8082
limit 1/eps - 1 for G -> 0 = -0.8086
induced charge of whole cell (G = 0) = 3.3e-16 e
8x8x8, edge centre: 2.4626e-05, face centre: 2.5378e-05 e/angstrom^3
cube edge (angstrom), enclosed total charge (e), Gauss prediction (e):
   16.5  0.1653  0.1651
   20.5  0.1403  0.1410
   24.5  0.1055  0.1055
   28.5  0.0561  0.0562
potential drop, 12 angstrom from defect to corner:
  vacuum 0.4459 V, crystal 0.0870 V, ratio 5.125
polarisable atom removed at the defect:
  total charge on defect node: 0.0345 e with atom, 0.3333 e without
  corner density without atom = 2.4574e-05 e/angstrom^3
localised counter-charge: face-centre density = 7.51e-07 e/angstrom^3
finite block, edge 28 angstrom:
  induced charge in 16.5 angstrom cube = -0.8085 e
  induced charge in 20.5 angstrom cube = -0.8090 e
  induced charge left for the surface region = 0.8090 e
  growth between cubes if spread uniformly = 0.1017 e
nonlocal model: eps0 = 5, kappa = 1.5 /angstrom, sigma = 0.4 angstrom, L = 10 angstrom
  uniform part = 8.0000e-04 e/angstrom^3
  at (2.5, 0.0, 0.0): clouds -1.6135e-03, clouds + uniform -8.1352e-04, G sum -8.1352e-04
  at (5.0, 5.0, 5.0): clouds -3.6153e-07, clouds + uniform 7.9964e-04, G sum 7.9964e-04
\end{verbatim}
